\section*{The weak-field Hall conductivity as an area swept by the mean-free-path vector}

A closed electron pocket on a square lattice holds 0.49 electrons per unit cell. If every state on its Fermi line has the same lifetime, its weak-field Hall coefficient at zero temperature is $-0.48\ \Omega/\mathrm{T}$, which the formula $R_H=-1/(ne)$ would read as 2.1 electrons per cell. If the lifetime is instead made shorter away from the zone diagonals, most strongly at the four tips of the pocket, with the band and the Fermi line unchanged, the Hall coefficient becomes $+0.47\ \Omega/\mathrm{T}$, the sign usually assigned to holes. The Hall response therefore measures something other than the number of carriers. In two dimensions that quantity is an area, drawn in the space of mean free paths rather than in the space of wave vectors.

The setting is semiclassical transport in one spin-degenerate band $\varepsilon(\mathbf k)$, without Berry curvature. The carriers have charge $-e$ with $e>0$ and velocity $\mathbf v=\nabla_{\mathbf k}\varepsilon/\hbar$, which is assumed not to vanish on the Fermi line. The magnetic field $B$ points along $+\hat{\mathbf z}$, and the electric field $\mathbf E$ lies in the plane. Collisions are first described by a relaxation time $\tau(\mathbf k)$, which may vary around the Fermi line. With $\hbar\dot{\mathbf k}=-e(\mathbf E+\mathbf v\times\mathbf B)$, the stationary Boltzmann equation for a uniform system is
\begin{equation}
-\frac{e}{\hbar}(\mathbf E+\mathbf v\times\mathbf B)\cdot\nabla_{\mathbf k}f=-\frac{f-f_0}{\tau}.
\end{equation}
Write $f=f_0+g$, where $f_0$ is the Fermi function, and keep terms linear in $\mathbf E$. Since $\nabla_{\mathbf k}f_0=\hbar\mathbf v f_0'$, with the prime denoting $d/d\varepsilon$, the magnetic force does not act on $f_0$: $(\mathbf v\times\mathbf B)\cdot\mathbf v=0$. What remains is
\begin{equation}
-e\,\mathbf E\cdot\mathbf v\,f_0'-\frac{e}{\hbar}(\mathbf v\times\mathbf B)\cdot\nabla_{\mathbf k}g=-\frac{g}{\tau}.
\label{eq:lin}
\end{equation}

The magnetic term is a derivative along a line of constant energy. Let $s$ be the arc length in $\mathbf k$-space along the unit vector $\hat{\mathbf t}=\hat{\mathbf z}\times\hat{\mathbf v}=(-v_y,v_x)/|\mathbf v|$. The velocity points towards higher energy, so a traveller moving along $\hat{\mathbf t}$ has the occupied states on the left. Because $\mathbf v\times\mathbf B=B(v_y,-v_x)=-B|\mathbf v|\hat{\mathbf t}$,
\begin{equation}
(\mathbf v\times\mathbf B)\cdot\nabla_{\mathbf k}=-B|\mathbf v|\,\partial_s ,\qquad
|\mathbf v|\partial_s=v_x\partial_{k_y}-v_y\partial_{k_x}.
\end{equation}
Now set $g=e f_0'\,\mathbf E\cdot\boldsymbol\Lambda$, which defines a vector $\boldsymbol\Lambda(\mathbf k)$ with the dimension of length. The factor $f_0'$ depends on energy alone, so $\partial_s$ does not act on it. Equation~(\ref{eq:lin}), divided by $ef_0'$, must hold for every direction of $\mathbf E$, which gives
\begin{equation}
\frac{\boldsymbol\Lambda}{\tau}+\frac{eB}{\hbar}|\mathbf v|\,\partial_s\boldsymbol\Lambda=\mathbf v .
\label{eq:lambda}
\end{equation}
The operator $(eB/\hbar)|\mathbf v|\partial_s$ is the time derivative along the magnetic orbit, since the magnetic force alone gives $\dot{\mathbf k}=(eB/\hbar)|\mathbf v|\hat{\mathbf t}$. Thus $\boldsymbol\Lambda$ is the past velocity of the electron integrated over time and weighted by the probability of having escaped collisions since then.

At $B=0$ the solution is the mean-free-path vector $\mathbf l=\mathbf v\tau$. The Jones--Zener expansion inserts this solution in the magnetic term:
\begin{equation}
\boldsymbol\Lambda=\mathbf l-\frac{eB}{\hbar}\,\tau|\mathbf v|\,\partial_s\mathbf l+O(B^2).
\label{eq:jz}
\end{equation}
The derivative acts on both factors of $\mathbf v\tau$. The expansion requires that $\mathbf l$ change little over the distance $eBl/\hbar$ that an electron moves in $\mathbf k$-space during one lifetime.

The current density, with a factor 2 for spin, is
\begin{equation}
\mathbf j=-2e\int\!\frac{d^2k}{(2\pi)^2}\,\mathbf v\,g
=\frac{e^2}{2\pi^2}\int\! d^2k\,(-f_0')\,\mathbf v\,(\mathbf E\cdot\boldsymbol\Lambda),
\end{equation}
so that
\begin{equation}
\sigma_{ij}=\frac{e^2}{2\pi^2}\int d^2k\,(-f_0')\,v_i\Lambda_j .
\label{eq:sigma}
\end{equation}
The zero-field part of $\sigma_{xy}$ contains $\tau v_xv_y$. It is symmetric in $x$ and $y$ and vanishes for the square lattice. In a crystal of lower symmetry it can survive, but it is not a Hall response. The part linear in $B$ follows from the second term of Eq.~(\ref{eq:jz}). Combining $v_x\tau=l_x$,
\begin{equation}
\sigma_{xy}^{(1)}=-\frac{e^3B}{2\pi^2\hbar}\int d^2k\,(-f_0')\,
l_x\,(v_x\partial_{k_y}-v_y\partial_{k_x})\,l_y .
\label{eq:zone}
\end{equation}

This Jones--Zener integral can be reduced to the Fermi line. Divide the plane into strips between neighbouring lines of constant energy. The width of a strip is $dk_\perp=d\varepsilon/(\hbar|\mathbf v|)$, hence $d^2k=ds\,d\varepsilon/(\hbar|\mathbf v|)$. The differential operator in Eq.~(\ref{eq:zone}) equals $|\mathbf v|\partial_s$, and the speed cancels:
\begin{equation}
\sigma_{xy}^{(1)}=-\frac{e^3B}{2\pi^2\hbar^2}\int d\varepsilon\,(-f_0')\oint_\varepsilon ds\,l_x\,\partial_sl_y .
\label{eq:thermal}
\end{equation}
At zero temperature $-f_0'$ becomes $\delta(\varepsilon-\mu)$, where $\mu$ is the chemical potential, and the inner integral is taken on the Fermi line.

As $\mathbf k$ goes once around a closed Fermi line, $\mathbf l$ returns to its initial value. On an open line $\mathbf k$ ends one reciprocal-lattice vector away from its start, but $\mathbf l(\mathbf k)$ is periodic, so the curve traced by $\mathbf l$ closes there too. The integral of $d(l_xl_y)$ around it is therefore zero, and $\oint l_x\,dl_y=-\oint l_y\,dl_x$. Taking half the difference of these equal expressions gives
\begin{equation}
\oint l_x\,dl_y=\frac12\oint(l_x\,dl_y-l_y\,dl_x)\equiv A_l .
\label{eq:area}
\end{equation}
The quantity $\frac12(l_xdl_y-l_ydl_x)$ is the signed area of the thin triangle between $\mathbf l$ and $\mathbf l+d\mathbf l$. Thus $A_l$ is the area swept by the mean-free-path vector, counted positive for anticlockwise and negative for clockwise motion. Since $2\pi\hbar=h$, the prefactor is $e^3/(2\pi^2\hbar^2)=2e^3/h^2$, and the result at $T=0$ is Ong's theorem,
\begin{equation}
\boxed{\;\sigma_{xy}^{(1)}=-\frac{2e^3B}{h^2}A_l
=-\frac{2e^2}{h}\,\frac{BA_l}{h/e}\;}
\label{eq:ong}
\end{equation}
The last factor is the magnetic flux through the swept area in units of $h/e$. Exchanging $x$ and $y$ reverses the sign of $A_l$, so $\sigma_{yx}^{(1)}=-\sigma_{xy}^{(1)}$ whatever the crystal symmetry. If there are several Fermi lines, each described by its own $\tau(\mathbf k)$, their signed areas add. At finite temperature, Eq.~(\ref{eq:thermal}) replaces $A_l$ by its average over energy with weight $-f_0'$.

The orientation carries the distinction between electrons and holes. Around an isotropic band minimum, $\mathbf v$ points outward, $\hat{\mathbf t}$ runs anticlockwise, and $\mathbf l$ turns anticlockwise with it, so $A_l=+\pi l^2$. Around an isotropic maximum, $\mathbf v$ points inward and $\hat{\mathbf t}$ runs clockwise. The vector $\mathbf l$ is then antiparallel to the radius and also turns clockwise, which gives $A_l=-\pi l^2$ and a positive $\sigma_{xy}^{(1)}$.

The circular electron pocket also fixes the connection with the carrier density. For a closed line at $T=0$ and $B=0$, Eq.~(\ref{eq:sigma}) gives
\begin{equation}
\sigma_{xx}=\frac{e^2}{2\pi^2\hbar}\oint ds\,\frac{v_xl_x}{|\mathbf v|}
=\frac{e^2}{h}\,\frac1\pi\oint ds\,\frac{v_xl_x}{|\mathbf v|}.
\end{equation}
On a circle of radius $k_F$, $ds=k_Fd\theta$ and $v_xl_x/|\mathbf v|=l\cos^2\theta$. The angular integral is $\pi$, so $\sigma_{xx}=(e^2/h)k_Fl$. To obtain the Hall coefficient, set the transverse current to zero: $0=\sigma_{yx}E_x+\sigma_{yy}E_y$. With $\sigma_{yy}=\sigma_{xx}$ and $\sigma_{yx}=-\sigma_{xy}$ this gives $E_y=(\sigma_{xy}/\sigma_{xx})E_x$, while $j_x=\sigma_{xx}E_x$ to lowest order in $B$. Hence
\begin{equation}
R_H=\frac{E_y}{j_xB}=\frac{\sigma_{xy}}{B\sigma_{xx}^2}.
\label{eq:rh}
\end{equation}
For the circle,
\begin{equation}
R_H=-\frac{(2e^3/h^2)\,\pi l^2}{(e^4/h^2)\,k_F^2l^2}
=-\frac{2\pi}{ek_F^2}=-\frac1{ne},
\end{equation}
because $n=2\pi k_F^2/(2\pi)^2=k_F^2/2\pi$. The path length drops out since the swept area and $\sigma_{xx}^2$ both scale as $l^2$. On a general line they weight the various parts differently, and the density no longer follows from $R_H$.

Those weights become visible in polar form. Let $\theta$ be the direction of $\mathbf v$, which in the relaxation-time description is also the direction of $\mathbf l=l(\cos\theta,\sin\theta)$. Then
\begin{align}
l_xdl_y-l_ydl_x
&=l\cos\theta\,(\sin\theta\,dl+l\cos\theta\,d\theta)\nonumber\\
&\quad-l\sin\theta\,(\cos\theta\,dl-l\sin\theta\,d\theta)=l^2d\theta .
\end{align}
The terms with $dl$ cancel. Since $\hat{\mathbf t}$ is $\hat{\mathbf v}$ turned by a right angle, $\kappa=d\theta/ds$ is the signed curvature of the Fermi line, and
\begin{equation}
A_l=\frac12\oint l^2\,\kappa\,ds .
\label{eq:curv}
\end{equation}
Derivatives of $\tau$ have disappeared, although they were present in Eq.~(\ref{eq:zone}). A convex electron pocket has $\kappa\ge0$ and hence $A_l>0$ for any positive $\tau(\mathbf k)$. Within the relaxation-time description, such a pocket cannot acquire a hole-like Hall sign through anisotropic scattering. If the line has concave arcs, $\mathbf l$ turns back on them and sweeps negative area. The factor $l^2$ then decides which arcs dominate.

The pocket described at the beginning belongs to the band
\begin{equation}
\varepsilon=-2t(\cos k_xa+\cos k_ya)+4t_1\cos k_xa\cos k_ya ,
\end{equation}
with round parameters $a=0.40$ nm, $t=0.30$ eV and $t_1=0.09$ eV. To find where concave arcs begin, the curvature is needed in terms of the band. From $\theta=\arctan(v_y/v_x)$,
\begin{equation}
\kappa=\frac{v_x\partial_sv_y-v_y\partial_sv_x}{|\mathbf v|^2}.
\end{equation}
Write $\varepsilon_{ij}=\partial^2\varepsilon/\partial k_i\partial k_j$. Then $\partial_sv_i=(-v_y\varepsilon_{ix}+v_x\varepsilon_{iy})/(\hbar|\mathbf v|)$, and substitution gives
\begin{equation}
\kappa=\frac{v_x^2\varepsilon_{yy}-2v_xv_y\varepsilon_{xy}+v_y^2\varepsilon_{xx}}{\hbar|\mathbf v|^3}.
\end{equation}
On the diagonal $k_x=k_y$ one has $v_x=v_y$, $\varepsilon_{xx}=\varepsilon_{yy}$ and $|\mathbf v|^2=2v_x^2$, so $\kappa=(\varepsilon_{xx}-\varepsilon_{xy})/(\hbar|\mathbf v|)$. With $c=\cos k_xa$,
\begin{align}
\varepsilon_{xx}-\varepsilon_{xy}
&=a^2\left[2tc-4t_1c^2-4t_1(1-c^2)\right]\nonumber\\
&=a^2(2tc-4t_1).
\end{align}
This vanishes at $c=2t_1/t=0.6$, where the energy $-4tc+4t_1c^2$ equals
\begin{equation}
-8t_1+\frac{16t_1^3}{t^2}=-0.720+0.130=-0.590\ \mathrm{eV}.
\end{equation}
The calculation on the diagonal does not by itself exclude an earlier concave arc elsewhere. The numerical check therefore evaluates the curvature around the whole line: it is positive everywhere sampled at 6 meV below this energy and negative on part of the line at 6 meV above it.

The chemical potential of the example, $\mu=-0.48$ eV, lies above this onset and below the saddle-point energy of $-0.36$ eV at which the pocket would touch its periodic copies. The Fermi line is thus a closed electron pocket, drawn out towards the zone boundary along the two axes and concave near the diagonals.

Take first a uniform lifetime $\tau=\tau_0=50$ fs. The path length is 16.5 nm on the diagonals, where the electrons are fast, and 6.3 nm at the tips. The convex arcs contribute $218.8\ \mathrm{nm}^2$ to Eq.~(\ref{eq:curv}) and the concave arcs $-73.5\ \mathrm{nm}^2$, so $A_l=145.3\ \mathrm{nm}^2$. At $B=1$ T, with $h/e=4135.7\ \mathrm{T\,nm^2}$,
\begin{equation}
\sigma_{xy}=-2\times\frac{145.3}{4135.7}\,\frac{e^2}{h}
=-0.0703\,\frac{e^2}{h}=-2.72\ \mu\mathrm S .
\end{equation}
The longitudinal conductivity is $61.5\,e^2/h$. Since $e^2/h=38.7\ \mu\mathrm S$, Eq.~(\ref{eq:rh}) gives
\begin{equation}
R_H=-\frac{0.0703}{(61.5)^2\times38.7\times10^{-6}}\ \frac{\Omega}{\mathrm T}
=-0.48\ \frac{\Omega}{\mathrm T}.
\end{equation}
For 0.49 electrons per cell, $-1/(ne)$ would be $-2.0\ \Omega/\mathrm T$. The cancellation between the two kinds of arc accounts for only part of the difference: with the same $\sigma_{xx}$, the convex arcs alone would give $-0.72\ \Omega/\mathrm T$. The small $|R_H|$ is read by $-1/(ne)$ as a large density.

Now let the lifetime vary as
\begin{equation}
\frac1\tau=\frac1{\tau_0}\left[1+8\,\frac{(\cos k_xa-\cos k_ya)^2}{4}\right].
\end{equation}
On the diagonals nothing changes. At the tip on the $k_x$ axis, $k_y=0$, and the condition $\varepsilon=\mu$ gives $\cos k_xa=-0.5$. The bracket is then $1+8\times0.5625=5.5$, and the path length falls from 6.3 to 1.15 nm. Because the area depends on $l^2$, the contribution near the tip falls by a factor of about 30. Over all the convex arcs the contribution drops to $10.4\ \mathrm{nm}^2$, while the concave arcs still give $-50.6\ \mathrm{nm}^2$. The net area is $-40.2\ \mathrm{nm}^2$, and at 1 T
\begin{equation}
\sigma_{xy}=+2\times\frac{40.2}{4135.7}\,\frac{e^2}{h}
=+0.0194\,\frac{e^2}{h}=+0.753\ \mu\mathrm S .
\end{equation}
With $\sigma_{xx}=32.8\,e^2/h$ this yields $R_H=+0.47\ \Omega/\mathrm T$. The pocket still contains 0.49 electrons per cell, but $-1/(ne)$ would assign it $-2.1$. That this has nearly the magnitude found for the uniform lifetime is an accident of the parameters. If the coefficient 8 is raised continuously from zero, $A_l$ changes continuously from positive to negative, and where it vanishes the apparent density diverges.

Anisotropic scattering is not essential for such a zero. With the uniform lifetime, moving the chemical potential makes the Hall response vanish at $-0.423$ eV, which is between the onset of concavity and the saddle point. The change of sign therefore occurs while the Fermi line is still a closed electron pocket.

In this example a field of 1 T is weak enough for the expansion. At 1 T the largest shift $eBl/\hbar$ in one lifetime is $0.025\ \mathrm{nm}^{-1}$, whereas the tip lies at $k_x=(2\pi/3)/a=5.2\ \mathrm{nm}^{-1}$. The more stringent comparison is with the distance over which $\mathbf l$ changes, and it is made by following the magnetic orbits at finite field without the expansion (\ref{eq:jz}). Relative to the area formula, $\sigma_{xy}$ from the orbits differs by $0.018\%$ at 1 T and $0.072\%$ at 2 T for the uniform lifetime, and by $-0.071\%$ and $-0.28\%$ for the anisotropic one.

The fourfold growth on doubling the field follows from the next term of the expansion. With $D=|\mathbf v|\partial_s$, that term contributes to $\sigma_{xy}$ an amount proportional to
\begin{equation}
B^2\oint\frac{ds}{|\mathbf v|}\,l_x\,D(\tau Dl_y)
=-B^2\oint\frac{ds}{|\mathbf v|}\,\tau\,(Dl_x)(Dl_y),
\end{equation}
where the factor $|\mathbf v|$ in $D$ cancels the one in the measure and allows integration by parts. The right-hand side is symmetric in $x$ and $y$. For the square lattice it vanishes, because the reflection $k_x\to-k_x$ reverses the sign of the product $(Dl_x)(Dl_y)$. The first correction to $\sigma_{xy}$ is thus of order $B^3$, which is of order $B^2$ relative to the leading term.

The area form does not depend on the relaxation-time approximation, provided that $\mathbf l$ is replaced by the appropriate vector. Consider a single closed Fermi line and elastic scattering with a symmetric kernel $w(\mathbf k,\mathbf k')=w(\mathbf k',\mathbf k)$, which excludes skew scattering. The term $\boldsymbol\Lambda/\tau$ in Eq.~(\ref{eq:lambda}) is replaced by
\begin{equation}
(L\boldsymbol\Lambda)(\mathbf k)=\oint\frac{ds'}{|\mathbf v'|}\,w(\mathbf k,\mathbf k')
\left[\boldsymbol\Lambda(\mathbf k)-\boldsymbol\Lambda(\mathbf k')\right].
\end{equation}
Define $\langle a,b\rangle=\oint ds\,ab/|\mathbf v|$. The symmetry of $w$ makes $L$ self-adjoint in this product. A constant is annihilated by $L$, so $L$ can be inverted on functions orthogonal to constants, if scattering connects all parts of the line. Both functions to which the inverse is applied satisfy this condition: $\langle1,\mathbf v\rangle=\oint\hat{\mathbf v}\,ds=0$, since the normal of a closed curve integrates to zero, and $\langle1,D\boldsymbol\Lambda\rangle=\oint d\boldsymbol\Lambda=0$.

Let $\boldsymbol\Lambda_0=L^{-1}\mathbf v$ be the zero-field solution. To first order, $\boldsymbol\Lambda=\boldsymbol\Lambda_0-(eB/\hbar)L^{-1}D\boldsymbol\Lambda_0$, and therefore
\begin{align}
\sigma_{xy}^{(1)}
&=-\frac{e^3B}{2\pi^2\hbar^2}\langle v_x,L^{-1}D\Lambda_{0y}\rangle\nonumber\\
&=-\frac{e^3B}{2\pi^2\hbar^2}\langle L^{-1}v_x,D\Lambda_{0y}\rangle
=-\frac{e^3B}{2\pi^2\hbar^2}\oint\Lambda_{0x}\,d\Lambda_{0y}.
\end{align}
Self-adjointness moves $L^{-1}$ onto $v_x$, and the result is Eq.~(\ref{eq:ong}) with the area swept by $\boldsymbol\Lambda_0$. This vector need not be parallel to $\mathbf v$, so the curvature formula (\ref{eq:curv}) and its conclusion about convex pockets do not carry over.

The replacement can matter a great deal. For the same pocket, take $w\propto\exp\{2[\cos(k_x-k_x')a+\cos(k_y-k_y')a-2]\}$, which favours small changes of wave vector, scaled so that the mean rate of scattering out of a state is $1/\tau_0$. The vector $\boldsymbol\Lambda_0$ then deviates from $\mathbf v$ by up to $32^\circ$ and sweeps $1.83\times10^4\ \mathrm{nm}^2$. If it is replaced by $\mathbf v$ times the out-scattering lifetime, the area is $105\ \mathrm{nm}^2$, smaller by a factor of about 175. This factor refers to the area and hence to $\sigma_{xy}$. Much of it is a common lengthening of the paths, which also raises $\sigma_{xx}$ from 64 to $337\,e^2/h$, so the Hall coefficient differs by a factor of about 6: it is $-0.32\ \Omega/\mathrm T$ with the out-scattering lifetime and $-2.02\ \Omega/\mathrm T$ with $\boldsymbol\Lambda_0$, the latter close to $-1/(ne)$ in this example. A direct solution of the Boltzmann equation at small field gives $\sigma_{xy}/B=-8.87\,e^2/h$ per tesla, in agreement with the larger area.

The direction of this difference can be understood on a circular line with constant speed and with $w$ an even function of the angle $\phi-\phi'$. There $L\mathbf v=\mathbf v/\tau_{\rm tr}$, with
\begin{equation}
\frac1{\tau_{\rm tr}}=\oint\frac{ds'}{|\mathbf v'|}\,w(\phi-\phi')\,[1-\cos(\phi-\phi')],
\end{equation}
because the component of $\mathbf v'$ perpendicular to $\mathbf v$ is odd in $\phi-\phi'$ and integrates to zero. Scattering through small angles counts little in this rate, so $\boldsymbol\Lambda_0=\mathbf v\tau_{\rm tr}$ is long, and the area grows as its square. This argument gives the direction of the difference on a circle. For a circle enclosing the same area and the Gaussian kernel $w\propto\exp(-|\mathbf k-\mathbf k'|^2a^2)$, which is the form of the kernel above for small changes of wave vector, $\tau_{\rm tr}$ is about 11.8 times the out-scattering lifetime and the area ratio is about 139. The value 175 belongs to the present line and kernel and comes from the numerical solution.

The numerical check also compares the zone integral (\ref{eq:zone}) with thermally averaged areas for this electron pocket, for a hole pocket and for a pair of open Fermi lines.

\section*{Computed results}
\begin{verbatim}
lattice constant: 0.40 nm
hopping t: 0.30 eV
diagonal hopping t1: 0.09 eV
lifetime tau0: 50.0 fs
scattering anisotropy: 8.0
chemical potential: -0.48 eV
magnetic field: 1.0 T
flux quantum h/e: 4135.67 T nm^2
uniform: zone integral at kT = 6 meV: 143.9720 nm^2
uniform: thermal mean of swept area: 143.9720 nm^2
anisotropic: zone integral at kT = 6 meV: -40.2046 nm^2
anisotropic: thermal mean of swept area: -40.2045 nm^2
hole pocket, mu = 0.90 eV: zone integral: -1308.9731 nm^2
hole pocket: thermal mean of swept area: -1308.9730 nm^2
open lines, mu = -0.30 eV: zone integral: 66.2764 nm^2
open lines: thermal mean of swept area: 66.2764 nm^2
electrons per cell in the pocket: 0.4922
uniform: path length at pocket tip: 6.315 nm
uniform: path length on diagonal: 16.462 nm
uniform: largest k-shift per lifetime: 0.02501 1/nm
uniform: area from convex arcs: 218.758 nm^2
uniform: area from concave arcs: -73.476 nm^2
uniform: swept area A_l: 145.282 nm^2
uniform: flux through A_l: 0.035129 h/e
uniform: sigma_xx: 61.4903 e^2/h
uniform: sigma_xy: -0.070258 e^2/h = -2.7218 uS
uniform: sigma_xy from orbits: -0.070271 e^2/h
uniform: orbit/area - 1 at 1 and 2 T: 0.0179 and 0.0717 percent
uniform: Hall coefficient: -0.4796 ohm/T
uniform: apparent electrons per cell: 2.0821
anisotropic: path length at pocket tip: 1.148 nm
anisotropic: path length on diagonal: 16.462 nm
anisotropic: largest k-shift per lifetime: 0.02501 1/nm
anisotropic: area from convex arcs: 10.437 nm^2
anisotropic: area from concave arcs: -50.608 nm^2
anisotropic: swept area A_l: -40.171 nm^2
anisotropic: flux through A_l: -0.009713 h/e
anisotropic: sigma_xx: 32.8216 e^2/h
anisotropic: sigma_xy: 0.019427 e^2/h = 0.7526 uS
anisotropic: sigma_xy from orbits: 0.019413 e^2/h
anisotropic: orbit/area - 1 at 1 and 2 T: -0.0714 and -0.2836 percent
anisotropic: Hall coefficient: 0.4655 ohm/T
anisotropic: apparent electrons per cell: -2.1453
onset of concave arcs: -0.5904 eV
uniform lifetime: zero of Hall response: -0.4232 eV
saddle-point energy: -0.3600 eV
band bottom: apparent/true density: 1.00000
forward scattering: area of vector path: 18339.689 nm^2
forward scattering: area of v x out-lifetime: 104.976 nm^2
forward scattering: largest angle to v: 32.340 degrees
forward scattering: sigma_xy/B from area: -8.869034 e^2/h per T
forward scattering: sigma_xy/B from full solution: -8.869016 e^2/h per T
\end{verbatim}
